# G0W0 for a core hole coupled to one boson

## The problem

When an electron is removed from a deep core level, the other electrons respond to the hole. Suppose that this response is carried by a single collective mode, a plasmon treated as a boson. The model Hamiltonian is

$$H=\varepsilon\,c^\dagger c+\omega_p\,b^\dagger b+g\,c\,c^\dagger\,(b+b^\dagger).$$

Here $c$ removes the core electron, $b$ removes a boson, $\omega_p>0$ is the boson energy and $g\neq0$ is a real coupling. Spin is left out. The operator $cc^\dagger$ equals 1 when the level is empty and 0 when it is full, so the boson feels the hole and nothing else. Initially the level is full and there is no boson.

We set $\hbar=1$ and measure energies in rydbergs (Ry). The removal energy $\omega$ is the initial energy minus the final energy, so a final state with more energy lies at lower $\omega$. We also write

$$x=\omega-\varepsilon,\qquad a=\frac{g^2}{\omega_p^2}.$$

**(a)** Find the G0W0 self-energy, with the pole of $G_0$ at the bare level $\varepsilon$.

**(b)** How many peaks does the resulting spectrum have, where are they, and what are their weights?

**(c)** Solve the model exactly and compare the distance between the main peak (the quasiparticle) and its first satellite. Use $\varepsilon=-8$ Ry, $\omega_p=1.2$ Ry, $g=0.8$ Ry. These are round model parameters, not those of a material.

**(d)** Which physical process, missing from G0W0, accounts for the difference?

## Hints

1. For (a), the full level gives $G_0$ a single pole. Note on which side of the real axis it lies, then close the frequency contour on the other side.
2. For (b), write $G$ as one fraction. The degree of its denominator gives the number of peaks.
3. For (c), once the level is empty, the Hamiltonian is an oscillator under a constant force. Complete the square.
4. For (d), write the Hamiltonian with the hole as a matrix in the number of bosons. Ask how large a piece of this matrix reproduces the answer to (b).

## Solution

### (a) The self-energy

**The Green's function.** Let $G(t)=-i\langle T\,c(t)c^\dagger(0)\rangle$. The level is full, so no electron can be added and only $t<0$ contributes. Without coupling, $G_0(t)=i\,e^{-i\varepsilon t}$ for $t<0$, and

$$G_0(\omega)=\int_{-\infty}^{0}i\,e^{i(\omega-\varepsilon-i\eta)t}\,dt=\frac{1}{\omega-\varepsilon-i\eta}.$$

The small positive $\eta$ makes the integral converge at $t\to-\infty$. The pole lies at $\omega=\varepsilon+i\eta$, above the real axis.

**The interaction.** Since $cc^\dagger=1-c^\dagger c$, the coupling is $g(b+b^\dagger)-g\,c^\dagger c\,(b+b^\dagger)$. The electron therefore couples with strength $-g$, and two such vertices give $g^2$. The average force on the boson, $g(1-\langle c^\dagger c\rangle)$, is zero in the initial state, so there is no Hartree (tadpole) shift.

For the field $\phi=b+b^\dagger$ in the boson vacuum, $\langle\phi(t)\phi(0)\rangle=e^{-i\omega_pt}$ for $t>0$. The time-ordered propagator is thus $D(t)=-i\,e^{-i\omega_p|t|}$. Integrating over positive and negative times separately gives

$$D(\omega)=\frac{1}{\omega-\omega_p+i\eta}-\frac{1}{\omega+\omega_p-i\eta}.$$

The effective interaction is $W=g^2D$. Could the core level itself screen it further? The polarization bubble is proportional to $\int G_0(\nu)\,G_0(\nu+\omega)\,d\nu$. Both poles lie above the real axis and the integrand falls off as $1/\nu^2$, so closing the contour below gives zero. A full level with no empty partner has no electron–hole excitation.

**The convolution.** In time, the GW self-energy is $\Sigma(t)=iG_0(t)W(t)$. In frequency, because $W$ is even,

$$\Sigma(\omega)=\frac{i}{2\pi}\int_{-\infty}^{\infty}G_0(\omega+\omega')\,W(\omega')\,d\omega'.$$

As a function of $\omega'$, the pole of $G_0$ is at $\varepsilon-\omega+i\eta$, in the upper half plane. The second term of $D$ has its pole at $-\omega_p+i\eta$, also above. The first term has its pole at $\omega_p-i\eta$, below. The integrand falls off as $1/|\omega'|^3$, so we may close the contour below, where only this last pole is enclosed. The path runs clockwise, which gives a factor $-2\pi i$:

$$\Sigma(\omega)=\frac{i}{2\pi}(-2\pi i)\,g^2\,G_0(\omega+\omega_p-i\eta)=\frac{g^2}{\omega-\varepsilon+\omega_p-2i\eta}.$$

The prefactor is $+1$. Letting $\eta\to0$, we obtain

$$\Sigma=\frac{g^2}{x+\omega_p}.$$

The self-energy has a pole at $x=-\omega_p$, one boson energy below the bare level.

### (b) The spectrum

The Dyson equation is $G^{-1}=\omega-\varepsilon-\Sigma$. Multiplying numerator and denominator by $x+\omega_p$ gives

$$G=\frac{1}{x-\dfrac{g^2}{x+\omega_p}}=\frac{x+\omega_p}{x^2+\omega_px-g^2}.$$

At $x=-\omega_p$ the numerator vanishes while the denominator is $-g^2\neq0$. The pole of $\Sigma$ is therefore a zero of $G$, not a peak. The peaks are the roots of the quadratic denominator:

$$x_\pm=\frac{-\omega_p\pm\Delta}{2},\qquad \Delta=\sqrt{\omega_p^2+4g^2}.$$

There are two peaks, and their separation is

$$x_+-x_-=\Delta=\sqrt{\omega_p^2+4g^2}.$$

The weight of a peak is the residue of $G$ there. With the denominator written as $(x-x_+)(x-x_-)$,

$$Z_+=\frac{x_++\omega_p}{x_+-x_-}=\frac{(\omega_p+\Delta)/2}{\Delta}=\frac12\left(1+\frac{\omega_p}{\Delta}\right),$$

$$Z_-=\frac{x_-+\omega_p}{x_--x_+}=\frac{(\omega_p-\Delta)/2}{-\Delta}=\frac12\left(1-\frac{\omega_p}{\Delta}\right).$$

Both weights are positive and their sum is 1. As $g\to0$, $x_+\to0$ and $Z_+\to1$, so $x_+$ is the quasiparticle and $x_-$ the satellite. For $g\gg\omega_p$ the separation tends to $2g$ and the two weights become equal.

For the given parameters,

$$\Delta=\sqrt{1.44+4\times0.64}\ \text{Ry}=\sqrt{4.00}\ \text{Ry}=2.0\ \text{Ry}.$$

Hence $x_+=(-1.2+2.0)/2=0.4$ Ry and $x_-=(-1.2-2.0)/2=-1.6$ Ry. The peaks are at $\omega=-7.6$ Ry and $-9.6$ Ry. Since $\omega_p/\Delta=0.6$, their weights are 0.8 and 0.2.

### (c) The exact spectrum and the comparison

**Energies.** The initial energy is $\varepsilon$. After removal, the bosons obey

$$H_h=\omega_p\,b^\dagger b+g(b+b^\dagger).$$

Define $\tilde b=b+g/\omega_p$. Adding a number to $b$ leaves the commutator unchanged, so $\tilde b$ is again a boson operator. Expanding the product,

$$\omega_p\,\tilde b^\dagger\tilde b=\omega_p\,b^\dagger b+g(b+b^\dagger)+\frac{g^2}{\omega_p},$$

so that $H_h=\omega_p\tilde b^\dagger\tilde b-g^2/\omega_p$. The final energies are $E_n=n\omega_p-g^2/\omega_p$. Subtracting them from the initial energy gives $\omega_n=\varepsilon-E_n$, or

$$x_n=\frac{g^2}{\omega_p}-n\omega_p,\qquad n=0,1,2,\dots$$

The response of the medium lowers the energy of the hole state by $g^2/\omega_p$. This relaxation raises every removal energy by the same amount, so the spacing remains $\omega_p$ whatever the coupling.

**Weights.** Sudden removal leaves the bosons in their old vacuum $|0\rangle$, which satisfies $b|0\rangle=0$ and therefore $\tilde b|0\rangle=(g/\omega_p)|0\rangle$. Expand $|0\rangle=\sum_n c_n|\tilde n\rangle$ in the eigenstates of $\tilde b^\dagger\tilde b$. Comparing the coefficients of $|\tilde n\rangle$ on both sides gives

$$\sqrt{n+1}\;c_{n+1}=\frac{g}{\omega_p}\,c_n\quad\Rightarrow\quad c_n=c_0\,\frac{(g/\omega_p)^n}{\sqrt{n!}}.$$

Normalization requires $c_0^2\sum_n a^n/n!=c_0^2e^a=1$. The weight of peak $n$ is thus

$$w_n=c_n^2=e^{-a}\frac{a^n}{n!}.$$

**The distance.** For $g\neq0$, $\Delta=\sqrt{\omega_p^2+4g^2}>\omega_p$, so within this model G0W0 started from the bare level overestimates the distance to the first satellite at every coupling. Here the distance is that between the lines $n=0$ and $n=1$. Since $w_1/w_0=a$, the line $n=0$ is the tallest peak only for $a<1$. For weak coupling, $\sqrt{1+4a}\approx1+2a$ gives

$$\Delta\approx\omega_p+\frac{2g^2}{\omega_p}.$$

In the example $a=0.64/1.44=0.444$ and $g^2/\omega_p=0.533$ Ry. The first exact peaks are:

| $n$ | $x_n$ (Ry) | weight |
|---|---|---|
| 0 | 0.533 | 0.641 |
| 1 | −0.667 | 0.285 |
| 2 | −1.867 | 0.063 |
| 3 | −3.067 | 0.009 |

The exact distance is 1.2 Ry (16.3 eV), and the G0W0 distance is 2.0 Ry (27.2 eV). The excess is 0.8 Ry, or 67 percent of the exact distance. All of it comes from the satellite, which G0W0 places $-0.667-(-1.6)=0.933$ Ry too low. The quasiparticle is also too low, by $0.533-0.4=0.133$ Ry, and this cancels a small part of the error in the distance.

The error grows with the coupling. At $\omega_p=1.2$ Ry:

| $g$ (Ry) | G0W0 distance (Ry) | exact distance (Ry) |
|---|---|---|
| 0.1 | 1.217 | 1.200 |
| 0.2 | 1.265 | 1.200 |
| 0.4 | 1.442 | 1.200 |
| 0.8 | 2.000 | 1.200 |
| 1.2 | 2.683 | 1.200 |

**A different yardstick.** One G0W0 satellite stands in for a whole series, so it may also be compared with the weighted mean distance of all exact satellites. Since $\sum_n n\,w_n=a$ and the satellites carry the weight $1-e^{-a}$, this mean is

$$\bar d=\frac{a\,\omega_p}{1-e^{-a}}.$$

In the example $\bar d=1.49$ Ry, still below 2.0 Ry. For large $a$, however, $\bar d$ grows as $a\,\omega_p$, while $\Delta$ grows only as $2\sqrt a\,\omega_p$, so the order must reverse. Numerically the two are equal at $a\approx4.1$. The statement that G0W0 overestimates at every coupling therefore refers to the first satellite, not to this mean.

### (d) The missing process

Restrict the hole problem to states with no boson or one boson. The matrix of $H_h$ is then

$$\begin{pmatrix}0&g\\ g&\omega_p\end{pmatrix},$$

and its eigenvalues satisfy $E^2-\omega_pE-g^2=0$. A removal energy is $x=-E$, which turns this into $x^2+\omega_px-g^2=0$, the G0W0 equation.

The weights agree as well. The first row of the eigenvalue equation gives $v_1/v_0=E/g=-x/g$, so the weight on the no-boson state is

$$\frac{1}{1+x^2/g^2}=\frac{g^2}{g^2+x^2}=\frac{x+\omega_p}{2x+\omega_p}.$$

The last step uses $g^2=x(x+\omega_p)$ and cancels a factor $x$. Because $2x_\pm+\omega_p=\pm\Delta$, these are the weights $Z_\pm$ found in (b). For this model, G0W0 is the hole problem with at most one boson present at a time.

The overestimate is now ordinary level repulsion. To second order in $g$, the one-boson state pushes the no-boson state down by $g^2/\omega_p$ and is itself pushed up by $g^2/\omega_p$. The gap grows by $2g^2/\omega_p$, as found above.

In the full problem the one-boson state also couples to the two-boson state. That matrix element is $\sqrt2\,g$, because $b^\dagger|1\rangle=\sqrt2\,|2\rangle$. The two-boson state lies $\omega_p$ higher, so it pushes the one-boson state down by $2g^2/\omega_p$. The total shift of the one-boson state is

$$+\frac{g^2}{\omega_p}-\frac{2g^2}{\omega_p}=-\frac{g^2}{\omega_p},$$

the same as that of the no-boson state, and the gap returns to $\omega_p$ at this order. The numerical check confirms both cases at weak coupling: the gap changes by $2.000\,g^2/\omega_p$ with at most one boson and by $0.000\,g^2/\omega_p$ with at most two.

Physically, the missing process is the emission of a second plasmon while the first is still present. The factor $(\sqrt2)^2=2$ counts the two orders in which the two plasmons can be reabsorbed. Both orders pass through the same boson numbers, so they have the same energy denominators and each supplies $g^2/\omega_p$ at this order. If the second plasmon is reabsorbed first, the hole relaxes between emission and absorption of the first one; this dresses the bare $G_0$ inside $\Sigma$. If the first plasmon is reabsorbed first, the two boson lines cross; this is a vertex correction, which dressing $G_0$ does not supply. G0W0 contains neither.

**What G0W0 keeps.** The moments $M_k=\sum(\text{weight})\,x^k$ equal $\langle0|(-H_h)^k|0\rangle$. Each factor of $H_h$ changes the boson number by at most one. A product that starts and ends at zero bosons needs at least four factors to visit the two-boson state, so $M_0$ to $M_3$ are correct in G0W0. In $M_4$ the path $0\to1\to2\to1\to0$ is missing. Its value is $g\cdot\sqrt2g\cdot\sqrt2g\cdot g=2g^4$. In the example the exact $M_4$ is 2.150 Ry⁴ and the G0W0 value is 1.331 Ry⁴; the difference, 0.819 Ry⁴, is $2\times0.8^4$ Ry⁴. Thus G0W0 has the correct mean and variance of the spectrum even though its peaks are misplaced.

## Variation 1: a self-consistent level in $G_0$

*Move the pole of $G_0$ inside $\Sigma$ to $\varepsilon+x_s$, and choose $x_s$ so that it coincides with the resulting quasiparticle. What is the separation now?*

The contour integral is unchanged except that $\varepsilon$ becomes $\varepsilon+x_s$. The Dyson equation still contains the bare level, so the peaks obey

$$x=\frac{g^2}{x-x_s+\omega_p}.$$

Requiring $x=x_s$ to be a solution gives $x_s=g^2/\omega_p$, which is the exact quasiparticle position. Multiplying out and inserting $g^2=x_s\omega_p$,

$$x^2+(\omega_p-x_s)x-x_s\omega_p=(x-x_s)(x+\omega_p)=0.$$

The satellite is at $x=-\omega_p$, and the separation is

$$x_s+\omega_p=\omega_p+\frac{g^2}{\omega_p}.$$

In the example this is $1.2+0.533=1.733$ Ry, which still exceeds 1.2 Ry. The quasiparticle position is now right, but the satellite remains too low by $g^2/\omega_p$. The quasiparticle weight is not exact either: the residue of $G=(x-x_s+\omega_p)/[(x-x_s)(x+\omega_p)]$ at $x_s$ is $\omega_p/(x_s+\omega_p)=1/(1+a)$, which is 0.692 in the example against the exact 0.641. The reason is visible in the matrix of (d): replacing its element $\omega_p$ by $\omega_p-x_s$ gives, with $x=-E$, the equation $x^2+(\omega_p-x_s)x-g^2=0$ solved here. The shift lowers the one-boson state by $g^2/\omega_p$, only half of the $2g^2/\omega_p$ that the two-boson state supplies at second order. The shift is a constant standing in for an energy-dependent term. At order $g^4$ it adds $g^4/[\omega_p(x+\omega_p)^2]$ to $\Sigma$, while the two-boson state adds $2g^4/[(x+\omega_p)^2(x+2\omega_p)]$. The two agree at $x=0$, near the quasiparticle, but near the satellite, $x\to-\omega_p$, the shift gives only half.

Is the new separation smaller than $\Delta$? Comparing squares, $\omega_p^2+2g^2+g^4/\omega_p^2<\omega_p^2+4g^2$ holds when $g^2<2\omega_p^2$. The self-consistent level therefore improves the separation for $a<2$ and worsens it for $a>2$.

## Variation 2: exponentiate instead of using Dyson's equation

*Take the same self-energy, but use its lowest-order effect on $G$ as the exponent of a function of time. What spectrum results?*

To first order in $\Sigma$, $G\approx G_0+G_0\Sigma G_0$. The correction is

$$\frac{g^2}{x^2(x+\omega_p)}=a\left[\frac{1}{x+\omega_p}-\frac1x+\frac{\omega_p}{x^2}\right].$$

To check this, put the bracket over the common denominator $x^2(x+\omega_p)$. The numerator is $x^2-x(x+\omega_p)+\omega_p(x+\omega_p)=\omega_p^2$, and $a\,\omega_p^2=g^2$.

Now let $S(t)=\sum(\text{weight})\,e^{-ixt}$ be the time signal of a spectrum, with the bare factor $e^{-i\varepsilon t}$ removed. A pole $1/(x-x_m)$ contributes $e^{-ix_mt}$. Differentiating with respect to $x_m$ at $x_m=0$ shows that $1/x^2$ contributes $-it$. The correction in time is therefore

$$C(t)=a\left(e^{i\omega_pt}-1-i\omega_pt\right).$$

The cumulant form sets $S(t)=e^{C(t)}$. Expanding the exponential of $a\,e^{i\omega_pt}$ in its power series gives

$$e^{C(t)}=\sum_{n=0}^{\infty}e^{-a}\frac{a^n}{n!}\,e^{-i(a\omega_p-n\omega_p)t}.$$

Since $a\omega_p=g^2/\omega_p$, these are the positions and weights of the exact solution in (c). Dyson's equation and the exponential start from the same first-order term and differ in the higher orders they generate from it. Dyson's equation repeats separate emissions and absorptions, one boson at a time. The exponential also contains the overlapping ones, in which several bosons are present together.

The exactness is shown here for one full level that cannot hop and couples linearly to the boson. If the hole can move to other levels that couple differently to the boson, or if the coupling is not linear, the exponential is in general no longer exact.

## Computed results

```
bare level eps = -8.0000 Ry
boson energy w_p = 1.2000 Ry
coupling g = 0.8000 Ry
a = (g/w_p)^2 = 0.4444 (no unit)
G0W0 quasiparticle: x = 0.4000 Ry, omega = -7.6000 Ry
G0W0 satellite: x = -1.6000 Ry, omega = -9.6000 Ry
G0W0 weights: quasiparticle 0.8000, satellite 0.2000
number of peaks in the G0W0 spectrum = 2
exact peak n=0: x = 0.5333 Ry, omega = -7.4667 Ry, weight 0.6412
exact peak n=1: x = -0.6667 Ry, omega = -8.6667 Ry, weight 0.2850
exact peak n=2: x = -1.8667 Ry, omega = -9.8667 Ry, weight 0.0633
exact peak n=3: x = -3.0667 Ry, omega = -11.0667 Ry, weight 0.0094
exact weight of all satellites = 0.3588
G0W0 separation = 2.0000 Ry = 27.21 eV
exact separation = 1.2000 Ry = 16.33 eV
overestimate = 0.8000 Ry = 66.7 percent
weak-coupling change of separation, up to 1 boson: 2.000 g^2/w_p
weak-coupling change of separation, up to 2 bosons: 0.000 g^2/w_p
moment 1: exact 0.0000, G0W0 0.0000 Ry (size)
moment 2: exact 0.6400, G0W0 0.6400 Ry^2
moment 3: exact -0.7680, G0W0 -0.7680 Ry^3
moment 4: exact 2.1504, G0W0 1.3312 Ry^4
self-consistent G0 pole: quasiparticle x = 0.5333 Ry
self-consistent G0 pole: satellite x = -1.2000 Ry
self-consistent G0 pole: separation = 1.7333 Ry
mean distance of all exact satellites = 1.4864 Ry
G0W0 separation equals that mean at a = 4.105 (no unit)
g = 0.1 Ry: separation G0W0 1.2166 Ry, exact 1.2000 Ry
g = 0.2 Ry: separation G0W0 1.2649 Ry, exact 1.2000 Ry
g = 0.4 Ry: separation G0W0 1.4422 Ry, exact 1.2000 Ry
g = 0.8 Ry: separation G0W0 2.0000 Ry, exact 1.2000 Ry
g = 1.2 Ry: separation G0W0 2.6833 Ry, exact 1.2000 Ry
```
